\section*{Depletion Width at a Charged Grain Boundary in Doped Ceria}

\section*{Problem}

A grain boundary in acceptor-doped ceria carries positive charge. Its electric potential lies $V=0.3\,\mathrm{V}$ above that of the grain interior. The acceptors are singly charged, uniformly distributed and immobile, with density $N=10^{21}\,\mathrm{cm^{-3}}$. The relative permittivity is $\varepsilon_r=30$. The mobile species are oxygen vacancies of charge $+2e$, which the boundary repels.

Find the width $w$ of the layer emptied of vacancies on one side of the boundary. Then find the largest electric field in the layer, and decide how far the result can be trusted.

\section*{Hints}

\begin{enumerate}
\item Which charge remains in the layer once the vacancies have left? Does the vacancy charge $+2e$ enter its density?
\item Treat the boundary as a plane at $x=0$, with the solid at $x>0$. Take the layer as completely empty of vacancies for $0<x<w$ and the solid as neutral for $x>w$. What are the potential and the field at $x=w$?
\item Integrate Poisson's equation twice, starting from $x=w$, where both constants of integration are known.
\item For the arithmetic, use nanometres and volts. Since $1\,\mathrm{cm^3}=10^{21}\,\mathrm{nm^3}$, the dopant density becomes a simple number.
\item Compare the width with the mean distance between dopants, $N^{-1/3}$.
\end{enumerate}

\section*{Solution}

\subsection*{The charge in the layer}

Each acceptor has charge $-e$. In the neutral interior the vacancies balance the acceptors, so their density there is $N/2$. Inside the layer the vacancies are gone and the acceptors stay, which leaves
\begin{equation}
\rho(x)=
\begin{cases}
-eN, & 0<x<w,\\
0, & x>w .
\end{cases}
\end{equation}
The vacancy charge fixes the interior vacancy density, but it does not appear in $\rho$. This sharp-edged picture is the depletion approximation; the first variation below tests it.

\subsection*{Field and potential}

Write $\varepsilon=\varepsilon_0\varepsilon_r$ and measure the potential $\phi$ from the grain interior. Poisson's equation in the layer is
\begin{equation}
\frac{d^2\phi}{dx^2}=-\frac{\rho}{\varepsilon}=+\frac{eN}{\varepsilon}.
\end{equation}
The interior is neutral and field-free, and there is no sheet of charge at $x=w$. The field and the potential are therefore continuous there:
\begin{equation}
\phi(w)=0,\qquad \phi'(w)=0 .
\end{equation}
Integrating once from $x$ to $w$ gives
\begin{equation}
\phi'(w)-\phi'(x)=\frac{eN}{\varepsilon}(w-x)
\quad\Rightarrow\quad
\phi'(x)=-\frac{eN}{\varepsilon}(w-x).
\end{equation}
The field $E=-\phi'$ is thus
\begin{equation}
E(x)=\frac{eN}{\varepsilon}(w-x).
\label{field}
\end{equation}
It is positive: it points from the positive boundary into the grain and pushes the vacancies away. Integrating again from $x$ to $w$,
\begin{equation}
\phi(w)-\phi(x)=-\frac{eN}{\varepsilon}\int_x^w(w-s)\,ds
=-\frac{eN}{2\varepsilon}(w-x)^2 ,
\end{equation}
and, because $\phi(w)=0$,
\begin{equation}
\phi(x)=\frac{eN}{2\varepsilon}(w-x)^2 .
\end{equation}
At the boundary $\phi(0)=V$, so
\begin{equation}
V=\frac{eNw^2}{2\varepsilon}
\quad\Rightarrow\quad
\boxed{\,w=\sqrt{\frac{2\varepsilon_0\varepsilon_r V}{eN}}\,}
\label{width}
\end{equation}
The positive root is taken because $w$ is a length.

Substituting this $V$ back gives $\phi(x)=V(1-x/w)^2$. Halfway through the layer the potential has already fallen to $V/4=0.075\,\mathrm{V}$: the field is strongest near the boundary, so most of the drop occurs there.

\subsection*{Numbers}

In the chosen units $\varepsilon_0=0.05526\,e/(\mathrm{V\,nm})$ and $N=1.000\,\mathrm{nm^{-3}}$. The factor $e$ cancels:
\begin{equation}
w^2=\frac{2(0.05526)(30)(0.3)}{1.000}\,\mathrm{nm^2}
=0.995\,\mathrm{nm^2},
\qquad
w=0.997\,\mathrm{nm}\approx 1.0\,\mathrm{nm}.
\end{equation}
In centimetres this is about $1.0\times10^{-7}\,\mathrm{cm}$. A symmetric grain boundary has one such layer on each side, in addition to the thickness of its charged core.

The largest field is at $x=0$. From (\ref{field}), and then from $eNw/\varepsilon=2V/w$, which follows from (\ref{width}),
\begin{equation}
E(0)=\frac{eNw}{\varepsilon}=\frac{2V}{w}
=\frac{0.6\,\mathrm{V}}{0.997\,\mathrm{nm}}
=0.60\,\mathrm{V/nm}=6.0\,\mathrm{MV/cm}.
\end{equation}
The dopant charge in the layer has magnitude $eNw=16\,\mathrm{\mu C/cm^2}$. The boundary core must hold an equal positive charge for each of its two sides.

\subsection*{How the width scales}

With the other quantities held fixed, $w$ grows as $\sqrt V$ and as $\sqrt{\varepsilon_r}$, and falls as $1/\sqrt N$. A larger dopant density supplies the required charge in a thinner layer. In the opposite limit, $N\to0$, the formula gives an unlimited width. For a slab-shaped grain it fails once $w$ reaches half the thickness, because no neutral interior is then left to supply the conditions at $x=w$. A rounded grain departs from the planar formula earlier: a sphere of radius $R$ is fully emptied when $V=eNR^2/(6\varepsilon)$, that is at $w=R/\sqrt3$, only $0.29$ of its diameter.

\subsection*{Is a continuum model allowed here?}

The model spreads the dopant charge evenly, but the mean dopant spacing is $N^{-1/3}=1.0\,\mathrm{nm}$, as large as the layer itself. A cube of side $w$ contains on average $Nw^3=0.99$ dopants. If the dopants are placed at random, this number has a standard deviation of $\sqrt{0.99}$, about as large as its mean. Some patches of the boundary therefore face no dopant within the distance $w$, while others face two or more.

A scale for the effect of a single dopant is the magnitude of its potential at distance $w$ in the same dielectric, without screening:
\begin{equation}
\frac{e}{4\pi\varepsilon_0\varepsilon_r w}
=\frac{1}{4\pi(0.05526)(30)(0.997)}\,\mathrm{V}
=0.048\,\mathrm{V}.
\end{equation}
This is 16\,\% of $V$ for one dopant. A closer dopant contributes more, and several dopants add at random, but the total spread depends on what screens them. If only the neutral regions beyond $\pm w$ screen, random dopants on the cation sites give a standard deviation of about $0.1\,\mathrm{V}$ at the boundary. If the core also keeps its potential fixed at $V$, the spread vanishes at the boundary and is about $0.06\,\mathrm{V}$ in the middle of the layer. Either way it is a sizeable fraction of $V$. The result $w\approx1.0\,\mathrm{nm}$ is the width for evenly spread dopant charge. It should be read as a length scale for the layer, not as the position of a sharp edge at every point.

\subsection*{The real material}

The permittivity, the potential and the operating temperature of $800\,\mathrm{K}$ used below are rough values for doped ceria. With a lattice parameter of roughly $0.54\,\mathrm{nm}$, the dopants occupy 3.9\,\% of the cation sites. Heavier doping makes the layer thinner still. Four times the density, at the same $V$ and $\varepsilon_r$, would halve the width to about $0.5\,\mathrm{nm}$, one lattice parameter, where a continuum description has little meaning. Even the present layer spans only about two lattice parameters.

The assumption of uniform dopants is also broken in real ceramics, because acceptors can gather near grain boundaries during high-temperature processing and are then frozen in. If their density throughout the layer were doubled at fixed $V$, the width would fall by a factor $\sqrt2$, to about $0.7\,\mathrm{nm}$.

A field of $6\,\mathrm{MV/cm}$ suggests dielectric breakdown, but the total drop is only $0.3\,\mathrm{V}$. An electron or hole crossing the layer can gain at most $0.3\,\mathrm{eV}$ from it, far less than the band gap of roughly $3\,\mathrm{eV}$, so the layer cannot start impact ionization. This argument concerns impact ionization only; other routes to breakdown are not treated here.

\section*{Variation 1: vacancies at 800 K}

\emph{The vacancies are not completely absent from the layer at finite temperature. By how much does this change the width?}

Let the vacancies be in equilibrium and dilute, each responding to the mean potential. Their density is then $(N/2)\exp(-2e\phi/kT)$. Dilution is reasonable as far as site filling is concerned: vacancies occupy 0.98\,\% of the oxygen sites in the interior and fewer in the layer. The formula does neglect the attraction between vacancies and acceptors. A crude Coulomb estimate at the nearest oxygen site, $0.23\,\mathrm{nm}$ away, gives $0.4\,\mathrm{eV}$, against $kT=0.07\,\mathrm{eV}$ at $800\,\mathrm{K}$; even a binding of half that size would leave a large part of the vacancies associated with dopants. The charge density is now
\begin{equation}
\rho=2e\,\frac N2\,e^{-2e\phi/kT}-eN
=-eN\left(1-e^{-2e\phi/kT}\right),
\end{equation}
and Poisson's equation becomes
\begin{equation}
\phi''=\frac{eN}{\varepsilon}\left(1-e^{-2e\phi/kT}\right).
\label{pb}
\end{equation}
There is no longer a sharp edge, so define $w_T$ as the width of a fully depleted layer that holds the same net charge:
\begin{equation}
w_T=\int_0^\infty\left(1-e^{-2e\phi/kT}\right)dx
=\frac{\varepsilon}{eN}\int_0^\infty\phi''\,dx
=-\frac{\varepsilon}{eN}\,\phi'(0),
\label{wt}
\end{equation}
where $\phi'(\infty)=0$ was used. To find $\phi'(0)$, multiply (\ref{pb}) by $\phi'$. Both sides are then total derivatives:
\begin{equation}
\frac{d}{dx}\left[\frac{\phi'^2}{2}\right]
=\frac{eN}{\varepsilon}\,\frac{d}{dx}
\left[\phi+\frac{kT}{2e}e^{-2e\phi/kT}\right].
\end{equation}
Integrate from $0$, where $\phi=V$, to infinity, where $\phi=\phi'=0$, and change the sign of both sides:
\begin{equation}
\frac{\phi'(0)^2}{2}
=\frac{eN}{\varepsilon}\left[V-\frac{kT}{2e}
\left(1-e^{-2eV/kT}\right)\right].
\end{equation}
Squaring (\ref{wt}), inserting this result and using $w^2=2\varepsilon V/(eN)$ gives
\begin{equation}
w_T=w\sqrt{1-\frac{kT}{2eV}\left(1-e^{-2eV/kT}\right)} .
\end{equation}

At $800\,\mathrm{K}$, $kT/e=0.0689\,\mathrm{V}$, so $kT/(2eV)=0.0689/0.6=0.115$. The exponential is $1.7\times10^{-4}$ and can be dropped here:
\begin{equation}
w_T\approx0.997\sqrt{1-0.115}\,\mathrm{nm}=0.94\,\mathrm{nm},
\end{equation}
which is 5.9\,\% below $w$. A direct numerical solution of (\ref{pb}) for the same inputs also gives $0.938\,\mathrm{nm}$. At $200\,\mathrm{K}$, a temperature chosen to show the cold limit and not an operating condition, it gives $0.983\,\mathrm{nm}$. The width approaches $w$ when $kT\ll 2eV$, as the depletion approximation requires.

The opposite limit, $2eV\ll kT$, behaves differently. With $u=2eV/kT$, the expansion $1-e^{-u}\approx u-u^2/2$ turns the expression under the root into $u/2$, so that $w_T\approx w\sqrt{eV/kT}$. Since $w\propto\sqrt V$, the charge is then proportional to $V$: the layer is a weak, linear perturbation and not a depleted zone.

The exponential $1.7\times10^{-4}$ is also the ratio of the vacancy density at the boundary to that in the interior. At equal vacancy mobility, the local ionic conductivity falls by the same factor, which shows how so thin a layer can impede ion transport across the boundary. The factor holds only at $x=0$, however: it relaxes over $kT/(2eE(0))\approx0.06\,\mathrm{nm}$, much less than one oxygen jump of $0.27\,\mathrm{nm}$, and at $x=0.27\,\mathrm{nm}$ the ratio is already about $7\times10^{-3}$. The actual boundary resistance therefore depends strongly on where the first oxygen planes lie, which a continuum model cannot fix.

In the tail of the layer, where $2e\phi\ll kT$, (\ref{pb}) reduces to $\phi''=\phi/L^2$ with $L=\sqrt{\varepsilon kT/(2e^2N)}=0.24\,\mathrm{nm}$. This length sets the final exponential decay, but the whole edge is wider: the net charge density takes about $3.4L=0.8\,\mathrm{nm}$ to fall from 90\,\% to 10\,\% of its full magnitude $eN$. The smearing is thus comparable to the layer width itself. Because $L$ is smaller than the dopant spacing, the mean-potential treatment is itself strained. The 5.9\,\% is the correction within this model; in the real material it may differ considerably.

\section*{Variation 2: a permittivity lowered by the field}

\emph{Suppose the strong field lowers the permittivity by up to 20\,\%. What happens to the width at fixed $V$ and $N$?}

The figure of 20\,\% is a trial value, not a measured property of ceria. If the reduction is uniform, (\ref{width}) gives
\begin{equation}
w_{\mathrm u}=w\sqrt{0.8}=0.89\,\mathrm{nm}.
\end{equation}
More plausibly, the reduction is largest at the boundary, where the field is strongest. Take $\varepsilon(x)=\varepsilon_0\varepsilon_r[1-\delta(1-x/w_{\mathrm g})]$ with $\delta=0.2$, where $w_{\mathrm g}$ is the new width. Gauss's law still gives a displacement $eN(w_{\mathrm g}-x)$, whatever the permittivity. Dividing by $\varepsilon(x)$, integrating over the layer and setting $t=1-x/w_{\mathrm g}$,
\begin{equation}
V=\frac{eNw_{\mathrm g}^2}{\varepsilon_0\varepsilon_r}
\int_0^1\frac{t\,dt}{1-\delta t}
=\frac{eNw_{\mathrm g}^2}{\varepsilon_0\varepsilon_r}
\left[-\frac1\delta-\frac{\ln(1-\delta)}{\delta^2}\right].
\end{equation}
The integral follows from $t/(1-\delta t)=-1/\delta+(1/\delta)/(1-\delta t)$. For $\delta=0.2$ the bracket is $0.579$, compared with $1/2$ at constant permittivity. Hence
\begin{equation}
w_{\mathrm g}=w\sqrt{\frac{0.5}{0.579}}=0.93\,\mathrm{nm}.
\end{equation}
This lies between $w_{\mathrm u}$ and $w$, as it must: the local permittivity lies between the two uniform values everywhere, and a smaller permittivity gives a larger voltage for the same charge. The width is not very sensitive to this assumption, because it depends on the square root of the permittivity.

\section*{Values computed for the example and the checks}
\begin{verbatim}
potential drop: 0.30 V
relative permittivity: 30
dopant density: 1.0e+21 cm^-3
dopant density: 1.000 nm^-3
vacuum permittivity: 0.05526 e/(V nm)
square of depletion width: 0.9947 nm^2
depletion width, one side: 0.9974 nm
depletion width, one side: 9.974e-08 cm
potential at mid-layer: 0.0750 V
peak field: 0.6016 V/nm
peak field: 6.02 MV/cm
dopant charge per area, one side: 15.98 uC/cm^2
temperature of use (rough): 800 K
thermal voltage kT/e: 0.0689 V
screening length: 0.239 nm
charge-equivalent width at 800 K: 0.938 nm
thermal change of width: -5.9 %
charge-equivalent width at 200 K: 0.983 nm
interface/bulk vacancy density at 800 K: 1.66e-04
mean dopant spacing: 1.000 nm
dopants in a cube of side width: 0.992
potential of one dopant at distance width: 0.0481 V
trial permittivity drop: 20 %
width, uniform permittivity drop: 0.892 nm
width, graded permittivity drop: 0.927 nm
ceria lattice parameter (rough): 0.54 nm
layer width in lattice parameters: 1.85
dopant share of cation sites: 3.9 %
bulk vacancy share of oxygen sites: 0.98 %
\end{verbatim}
